# Early Weibull slope of a bilayer dielectric with independent layer percolation

A thin insulator under electrical stress collects defects until a chain of them connects the electrodes. Consider a film made of two layers: layer 1, an interfacial oxide, and layer 2, a high-permittivity ("high-k") oxide. The model is as follows.

- The device is divided into $N=A/a$ columns, where $A$ is its area and $a$ the footprint of a column. In each column, layer $i$ is a stack of $n_i$ cells of volume $v_i$.
- Defects fall at random and independently in all cells. At fixed voltage and temperature, the mean number in a cell of layer $i$ at time $t$ is
$$x_i(t)=X_i\left(\frac{t}{t_0}\right)^{\alpha_i},\qquad X_i=v_iD_i,$$
where $D_i$ is the defect density generated by the reference time $t_0$ and $\alpha_i>0$. There are no defects at $t=0$.
- A layer of a column percolates when each of its cells holds at least one defect. This does not change the stress on the other layer.
- The device fails when, in at least one column, both layers have percolated.

Let $F(t)$ be the fraction of devices failed by time $t$. The Weibit is $W=\ln[-\ln(1-F)]$, and the Weibull slope is $dW/d\ln t$. For a pure Weibull law, $F=1-\exp[-(t/\eta)^\beta]$, the slope is $\beta$ at all times.

## (a) Find the failed fraction $F(t)$.

**Solution.** Defects placed at random with mean $x_i$ obey Poisson statistics, so a cell is empty with probability $e^{-x_i}$. It is therefore defective with probability
$$q_i=1-e^{-x_i}.$$
The $n_i$ cells of the layer are independent and all must be defective, so the layer percolates in a given column with probability $p_i=q_i^{n_i}$. The layers are independent too, and both must percolate:
$$P=p_1p_2=q_1^{n_1}q_2^{n_2}.$$
The device survives if none of its $N$ independent columns has failed. Hence
$$1-F=(1-P)^N,\qquad W=\ln N+\ln[-\ln(1-P)].$$
The two layers enter as a product because both are needed. The columns enter through a product of survival probabilities because one failed column is enough.

## (b) Find the slope at any time, then its early-time limit. Compare it with the slopes of devices made of one layer alone.

**Solution.** Write $L=-\ln(1-P)$. Since $dL/dP=1/(1-P)$,
$$\frac{dW}{d\ln t}=\frac1L\,\frac{1}{1-P}\,\frac{dP}{d\ln t}
=g(P)\,\frac{d\ln P}{d\ln t},\qquad g(P)=\frac{P}{(1-P)L}.$$
The logarithm turns the product of layer probabilities into a sum:
$$\frac{d\ln P}{d\ln t}=b_1+b_2,\qquad b_i=\frac{d\ln p_i}{d\ln t}=n_i\,\frac{d\ln q_i}{d\ln t}.$$
The growth law gives $dx_i/d\ln t=\alpha_ix_i$, so
$$b_i=n_i\,\frac{e^{-x_i}}{1-e^{-x_i}}\,\alpha_ix_i=\beta_i\,\frac{x_i}{e^{x_i}-1},\qquad \beta_i=n_i\alpha_i.$$
Within the model this slope holds at all times:
$$\frac{dW}{d\ln t}=g(P)\left[\beta_1\frac{x_1}{e^{x_1}-1}+\beta_2\frac{x_2}{e^{x_2}-1}\right].$$

The early limit follows from bounds on the two kinds of factor. First, $L=\int_0^P du/(1-u)$, and the integrand lies between $1$ and $1/(1-P)$. Thus $P\le L\le P/(1-P)$, which gives
$$1\le g(P)\le\frac1{1-P}.$$
Second, $e^x-1\ge x$ gives $x/(e^x-1)\le1$. For a lower bound, use the identity
$$\frac{x}{e^x-1}=\frac x2\coth\frac x2-\frac x2 .$$
Because $\tanh y\le y$ for $y\ge0$, we have $y\coth y\ge1$, and so $x/(e^x-1)\ge1-x/2$. Together,
$$\beta_1\left(1-\frac{x_1}2\right)+\beta_2\left(1-\frac{x_2}2\right)\le\frac{dW}{d\ln t}\le\frac{\beta_1+\beta_2}{1-P}.$$
As $t\to0$, $x_1$, $x_2$ and $P$ all vanish, and both sides tend to the same value:
$$\boxed{\frac{dW}{d\ln t}\longrightarrow\beta=\beta_1+\beta_2}$$

For a device made of layer $i$ alone, under the same stress on that layer, $P$ is replaced by $p_i$ and the bracket contains only $b_i$. Its early slope is $\beta_i$. The bilayer slope is therefore the sum of the two layer slopes. Physically, $\beta_i$ is the power of time with which a column of layer $i$ percolates, and the powers add when the probabilities multiply.

## (c) How are the three Weibits related at early times, and what sets the time scale?

**Solution.** When $p_1,p_2\ll1$, $-\ln(1-p_i)\simeq p_i$ and $-\ln(1-P)\simeq P$. For three devices of equal area,
$$W_i\simeq\ln N+\ln p_i,\qquad W\simeq\ln N+\ln p_1+\ln p_2 .$$
Eliminating the $p_i$ gives
$$W\simeq W_1+W_2-\ln N .$$
The term $-\ln N$ is there because the two layers must percolate in the same column. Percolation of layer 1 in one place and of layer 2 in another does not count.

If also $x_i\ll1$, then $q_i\simeq x_i$ and
$$-\ln(1-F)\simeq NX_1^{n_1}X_2^{n_2}\left(\frac t{t_0}\right)^{\beta}=\left(\frac t\eta\right)^\beta,\qquad
\eta=t_0\left[NX_1^{n_1}X_2^{n_2}\right]^{-1/\beta}.$$
At fixed stress, $\eta\propto A^{-1/\beta}$.

How far is $\eta$ from the true time $t_{63}$, at which $-\ln(1-F)=NL=1$ and $F=63.2\%$? From $1-e^{-x}=2e^{-x/2}\sinh(x/2)\ge xe^{-x/2}$ and $L\ge P$,
$$1=NL\ge NP\ge\left(\frac{t_{63}}\eta\right)^\beta e^{-(n_1x_1+n_2x_2)/2},$$
so
$$\frac{t_{63}}\eta\le\exp\left[\frac{n_1x_1+n_2x_2}{2\beta}\right],$$
with $x_i$ taken at $t_{63}$. In the other direction, $L\le P/(1-P)$ and $q_i\le x_i$ give $t_{63}/\eta\ge(1-P)^{1/\beta}$, which is practically 1 for large $N$.

## (d) Evaluate the result for a stack in the regime of a hafnium-oxide/silicon-oxide gate insulator.

Take $A=100\ \mathrm{\mu m^2}$ and $a=0.5\ \mathrm{nm^2}$. The interfacial oxide is 1.0 nm thick with $n_1=2$, and the high-k layer is 1.8 nm thick with $n_2=3$. Let $\alpha_1=0.40$, $\alpha_2=0.30$, and at $t_0=1000$ s let $D_1=4\times10^{19}$ and $D_2=1\times10^{20}\ \mathrm{cm^{-3}}$. Find the slope, $t_{63}$ and the time at which 100 ppm of devices have failed.

**Solution.** The number of columns is $N=10^8/0.5=2\times10^8$. The cell volumes are $0.5\times1.0/2=0.25\ \mathrm{nm^3}$ and $0.5\times1.8/3=0.30\ \mathrm{nm^3}$. With $1\ \mathrm{nm^3}=10^{-21}\ \mathrm{cm^3}$, $X_1=0.010$ and $X_2=0.030$. The slopes are
$$\beta_1=2(0.40)=0.80,\qquad\beta_2=3(0.30)=0.90,\qquad\beta=1.70 .$$
The scale is
$$\eta=1000\,[2\times10^8(0.010)^2(0.030)^3]^{-1/1.70}\ \mathrm s=1000\,(0.54)^{-0.588}\ \mathrm s\simeq1437\ \mathrm s .$$
Solving the full expression of part (a) gives $t_{63}=1490$ s, which is 3.7% above $\eta$. At that time $x_1=0.0117$ and $x_2=0.0338$, and the upper bound of part (c) is also 3.7% when rounded. The local slope there is 1.68.

To reach 100 ppm from $t_{63}$ with the summed slope, multiply by $(10^{-4})^{1/1.70}=4.44\times10^{-3}$. This gives 6.6 s, while the full expression gives 6.4 s. The extrapolated time is 3% too long, because the true slope on the way down is slightly less than 1.70. With the slope of the interfacial layer alone, the factor would be $(10^{-4})^{1/0.80}=10^{-5}$ and the time 0.015 s, about 430 times too short.

The addition of Weibits can be tested at $10^{-5}$ s. Differentiating the Weibits from their definition gives slopes of 0.80000, 0.89995 and 1.69994 for layer 1, layer 2 and the bilayer. The Weibits themselves are $-4.8331$, $-7.9846$ and $-31.9315$. With $\ln N=19.1138$, the relation of part (c) gives
$$-4.8331-7.9846-19.1138=-31.9315 .$$
This time is a mathematical probe of the limit, not a practical stress time.

## (e) Is a small $F$ enough to ensure the summed slope?

**Solution.** No. The bounds in part (b) require small $x_1$ and $x_2$, whereas $F\simeq NP$ can be small merely because $N$ is small or because one layer is still nearly intact.

Suppose layer 2 is saturated, $x_2\gg1$, while $x_1\ll1$ and $P\ll1$. Then $b_2\simeq\beta_2x_2e^{-x_2}\to0$ and the slope is $\beta_1$. Layer 2 has percolated in nearly every column and no longer limits failure. As a purely mathematical case, take $N=1000$, $x_1=10^{-4}$ and $x_2=10$, with the same $n_i$ and $\alpha_i$. Then $F\simeq1000(10^{-4})^2=10^{-5}$, but the slope is 0.80.

A milder form appears when the device of part (d) is reduced to $1000\ \mathrm{nm^2}$ at the same stress. Now $N=2000$, and $t_{63}$ rises to $1.8\times10^6$ s. By then $x_1=0.010(1800)^{0.40}\simeq0.20$ and $x_2\simeq0.28$, so
$$\frac{dW}{d\ln t}\simeq0.80\,\frac{0.20}{e^{0.20}-1}+0.90\,\frac{0.28}{e^{0.28}-1}\simeq1.50 .$$
A fit around the middle of the small-device distribution would thus give a lower slope than the same fit on the large device, although the early limit of both is 1.70.

## (f) What happens if the high-k layer has as-grown defects, or if some columns are thin?

**Solution.** Let each cell of layer 2 start with a mean number $x_0$ of defects. Then $q_2=1-e^{-(x_0+x_2)}$, and only $x_2$ depends on time:
$$b_2=\beta_2\,\frac{x_2}{e^{x_0+x_2}-1}\simeq\beta_2\,\frac{x_2}{x_0+x_2}\qquad(x_0+x_2\ll1).$$
In the strict limit $t\to0$ this contribution vanishes and the slope is $\beta_1$. The sum $\beta_1+\beta_2$ survives only in a window where $x_0\ll x_2\ll1$ and $x_1\ll1$.

For an as-grown density of $10^{19}\ \mathrm{cm^{-3}}$, $x_0=0.0030$. The device of part (d) then reaches 100 ppm at 2.9 s, where $x_2=0.030(0.0029)^{0.30}\simeq0.0052$. The estimate $0.80+0.90(0.0052/0.0082)\simeq1.37$ agrees with the full result, 1.37.

Next, remove the as-grown defects and let a random fraction $\varphi$ of columns lack one cell of layer 1. The mean column probability is
$$\bar P=(1-\varphi)q_1^{n_1}p_2+\varphi q_1^{n_1-1}p_2=q_1^{n_1-1}p_2\,[\varphi+(1-\varphi)q_1].$$
For small $x_i$, $d\ln q_1/d\ln t\simeq\alpha_1$, so the slope is
$$(n_1-1)\alpha_1+\beta_2+\alpha_1\frac{(1-\varphi)q_1}{\varphi+(1-\varphi)q_1}
=\beta-\alpha_1\frac{\varphi}{\varphi+(1-\varphi)q_1}.$$
The last fraction is the share of failures that occur in thin columns. It tends to 1 as $t\to0$, however small $\varphi$ is. With $\varphi=0.01$, the 100 ppm time is 1.3 s, the share is 0.935 and the slope is 1.32. The field in the thin columns was held at its original value here. A higher field there would make them fail still earlier.

## (g) Does the sum survive tilted paths, and does it survive a transfer of voltage after one layer percolates?

**Solution.** *Tilted paths.* Let a defect connect to any of the nine nearest cells in the next row: the one directly above and its eight neighbours. Each step of a path changes the row by at most one, so a path must still contain at least one cell in every row. The smallest chains have $n_1+n_2$ cells and probability $x_1^{n_1}x_2^{n_2}$ at early times. Any other connecting set has more cells and so carries at least one further factor of $x_1$ or $x_2$. The slope remains $\beta_1+\beta_2$, while the prefactor grows by the number of chains per starting cell, $9^{n_1+n_2-1}=9^4=6561$.

To leading order, this shortens the 100 ppm time by the factor $6561^{-1/1.70}\simeq0.0057$, to about 0.04 s. A full enumeration of a two-dimensional ring four cells wide, with one row of layer 1 and two of layer 2, tests the argument. It finds $4\times3^2=36$ smallest paths instead of 4 straight ones, and an early slope of 1.000, equal to $\alpha_1+2\alpha_2$.

*Voltage transfer.* Suppose that, once layer 1 of a column percolates at time $u$, layer 2 there ages $k_2$ times faster. Its effective age at $t$ is $u+k_2(t-u)$. Define $k_1$ likewise for the reverse order. Adding the two orders of percolation,
$$P=\int_0^t dp_1(u)\,\{p_2[u+k_2(t-u)]-p_2(u)\}+(1\leftrightarrow2).$$
The subtraction removes cases in which layer 2 had percolated first. At early times $p_i\simeq C_it^{\beta_i}$, where $C_i$ is a constant. Setting $u=ty$,
$$P\simeq C_1C_2\,t^{\beta_1+\beta_2}\left[\int_0^1\!\beta_1y^{\beta_1-1}\{[y+k_2(1-y)]^{\beta_2}-y^{\beta_2}\}dy+(1\leftrightarrow2)\right].$$
The bracket does not depend on time, so fixed finite $k_i$ change the scale but not the early slope. For $k_1=k_2=1$ the two integrals are $\beta_2/\beta$ and $\beta_1/\beta$, whose sum is 1, as it must be. The expansion requires the cell means to be small even at the accelerated age $k_it$. If instead layer 2 fails at once after layer 1, the first term becomes $\int_0^t dp_1(1-p_2)\simeq p_1$, and the slope of that failure route is $\beta_1$.

For the example, put 2.0 V across the stack. Continuity of electric displacement with relative permittivities 3.9 and 20 gives 1.48 V on layer 1 and 0.52 V on layer 2. Let a fraction $f$ of the percolated layer's voltage pass to the other, and let ageing speed up as the 35th power of voltage, a rough choice. At 100 ppm:

- $f=0.1$: $k_2=6.5\times10^3$, time 0.086 s, slope 1.69.
- $f=0.3$: $k_2=2.5\times10^9$, time $1.1\times10^{-4}$ s, slope 1.64.
- $f=1$: $k_2=3.1\times10^{20}$, time $4\times10^{-8}$ s, slope 0.80.

In the last case layer 2 is saturated at its accelerated age, since its cell mean would be $0.030(1.3\times10^{10})^{0.30}\simeq30$. This exceeds the number of atoms in the cell, so it only signals saturation and is not a real defect count. The sum rule has failed. The very short times are extrapolations of the growth law with $D_i$ held fixed, not predictions of real lifetimes.

## (h) How should these numbers be read for a real gate stack?

**Solution.** Layers of about 1 nm and 2 nm are in the range used in hafnium-based gate stacks. The cell sizes, densities and exponents are round model choices, not data for a particular process. The fields, 14.8 MV/cm in the interfacial oxide and 2.9 MV/cm in the high-k layer, represent accelerated stress and not normal operation. The first is at or above the breakdown field usually quoted for thicker silicon oxide, roughly 10 MV/cm or somewhat more, and is plausible only for a very thin film. After voltage transfer the high-k field, $(0.52+1.48f)\ \mathrm V/1.8\ \mathrm{nm}$, is 3.7, 5.4 and 11 MV/cm for $f=0.1$, $0.3$ and $1$. The last two reach or exceed the typical breakdown field of hafnium oxide, about 5 MV/cm, so the power law in voltage is stretched beyond its range there, and those cases show a trend only. Temperature enters through $D_i$ and is held fixed, so the example says nothing about lifetime at another voltage or temperature.

Real stacks have as-grown defects, uneven thickness and some voltage redistribution. For the values tried here, the first two each lower the 100 ppm slope from 1.70 to between 1.3 and 1.4, and complete voltage transfer lowers it to 0.80. Tilted paths and a small voltage transfer mainly move the time scale. A larger partial transfer also lowers the slope, first at late times and then at 100 ppm. Within this model, and for devices with the same layer parameters, extrapolating with $\beta_1+\beta_2$ is therefore justified when the percolated layer keeps nearly all of its voltage, generated defects far outnumber as-grown ones, thin columns contribute little, and both cell means are small, even at the accelerated age that follows a voltage transfer. All these conditions must hold over the whole range of the extrapolation. Differences in defect density from device to device are not included. They broaden the failure distribution and can lower the slope around its middle, so that an extrapolation from there with $\beta_1+\beta_2$ may fail even when the other conditions hold. The numerical output gives the values used above.

## Computed results

```
area = 100 um^2, footprint = 0.5 nm^2, N = 2e+08
thickness: il 1.0 nm, hk 1.8 nm; cells: 2, 3
cell volume: il 0.250 nm^3, hk 0.300 nm^3
growth exponents: il 0.40, hk 0.30
defects made by 1000 s: il 4.0e+19, hk 1.0e+20 cm^-3
mean defects per cell at 1000 s: il 0.0100, hk 0.0300
layer slopes: il 0.800, hk 0.900; sum 1.700
slopes from definition at 1e-05 s: il 0.80000, hk 0.89995, bilayer 1.69994
Weibits there: il -4.8331, hk -7.9846, bilayer -31.9315; ln N = 19.1138
scale eta (early-time formula) = 1436.9 s
exact 63.2% time = 1490.5 s; ratio to eta 1.0373, upper bound 1.0374
cell means at 63.2%: il 0.01173, hk 0.03382
local slope at 63.2% = 1.6802
exact 100 ppm time = 6.417 s; local slope 1.6965
cell means at 100 ppm: il 0.001327, hk 0.006597
100 ppm time extrapolated from 63.2%: summed slope 6.613 s, il slope only 0.01491 s
1000 nm^2 device: 63.2% time 1.800e+06 s, hk cell mean 0.284, slope 1.5010
saturated hk: N 1000, cell means 1e-04 and 10, F 1.00e-05, slope 0.8004
Neglected effects, all at 100 ppm:
as-grown hk defects 1e+19 cm^-3 (cell mean 0.0030): time 2.869 s, slope 1.367
thin-column fraction 0.01: time 1.285 s, slope 1.324, thin share 0.935
ring lattice (1 il row, 2 hk rows): minimal paths 36, straight 4, early slope 1.0000
tilted paths per column: 6561; leading-order time 0.0363 s, ratio to straight 0.00566
stack voltage 2.0 V: il 1.480 V, hk 0.520 V; fields il 14.80, hk 2.89 MV/cm
relative permittivities 3.9, 20.0; voltage power 35
voltage share transferred 0.1: speed-up il 3.34e+00, hk 6.46e+03; time 8.61e-02 s, slope 1.690
voltage share transferred 0.3: speed-up il 3.33e+01, hk 2.45e+09; time 1.06e-04 s, slope 1.638
voltage share transferred 1.0: speed-up il 3.74e+04, hk 3.07e+20; time 4.21e-08 s, slope 0.800
```
